# Interface shear below the free end of a matched through-silicon via

## Problem

A long circular via of radius $a$ is bonded to the wafer around it. Via and wafer are isotropic and linearly elastic, with the same Young modulus $E=130$ GPa and Poisson ratio $\nu=0.28$. On cooling, the via, if it were free, would shrink by a strain $\varepsilon=0.0036$ more than the wafer, equally in all directions. The top surface is flat and free of traction. Show that the shear stress on the interface, taken just below the top surface, approaches 207 MPa in magnitude.

Let $r$ be the distance from the via axis and $z$ the depth into the solid, with $z=0$ at the surface. Tensile stress is positive. The common contraction of both materials causes no stress and is left out, so the via has free strain $-\varepsilon$ and the wafer has none. The wafer is first taken as a half-space. The quantity sought is

$$\tau_0=\lim_{z\to0^+}|\sigma_{rz}(a,z)| .$$

The word "below" matters: on the free surface itself $\sigma_{rz}=0$.

## First estimate by scaling

Deep down, the wafer prevents the via from shortening, so the via carries an axial tension of order $E\varepsilon$. At the top this tension must vanish. The axial force, about $\pi a^2E\varepsilon$, is therefore passed to the wafer by shear on the side of the via. The only length in the problem is $a$, so let the transfer take place over a depth $a$, on a lateral area $2\pi a\cdot a$. Then

$$\tau_{\rm est}=\frac{\pi a^2E\varepsilon}{2\pi a^2}=\frac{E\varepsilon}{2}
=\frac{130\,000\times0.0036}{2}\ \text{MPa}=234\ \text{MPa}.$$

The radius cancels. The estimate gives the scale of the stress, but it cannot say whether the shear just below the surface tends to zero, to a finite value or to infinity.

## Exact solution

### The via far from its ends

Consider first a via with no ends. Nothing depends on $z$, and the distant wafer is unstrained, so the total axial strain is zero everywhere. Try the radial displacement

$$u_r=Ar\quad(r<a),\qquad u_r=\frac{Aa^2}{r}\quad(r>a),$$

which is continuous at $r=a$. With $G=E/[2(1+\nu)]$, Hooke's law for the elastic strain $e_{ij}$ (total strain minus free strain) reads

$$\sigma_{ij}=2G\left[e_{ij}+\frac{\nu}{1-2\nu}\,\delta_{ij}\,e_{kk}\right].$$

Outside, $e_{rr}=-Aa^2/r^2$, $e_{\theta\theta}=+Aa^2/r^2$ and $e_{zz}=0$. The trace vanishes, hence

$$\sigma_{rr}=-\frac{2GAa^2}{r^2},\qquad \sigma_{\theta\theta}=+\frac{2GAa^2}{r^2},\qquad \sigma_{zz}=0 .$$

Radial equilibrium holds, since $\partial_r\sigma_{rr}=4GAa^2/r^3$ cancels $(\sigma_{rr}-\sigma_{\theta\theta})/r=-4GAa^2/r^3$.

Inside, the elastic strains are $e_{rr}=e_{\theta\theta}=A+\varepsilon$ and $e_{zz}=\varepsilon$, with trace $2A+3\varepsilon$. The stress is uniform, so equilibrium is satisfied, and

$$\sigma_{rr}=2G\,\frac{(1-2\nu)(A+\varepsilon)+\nu(2A+3\varepsilon)}{1-2\nu}
=2G\,\frac{A+(1+\nu)\varepsilon}{1-2\nu}.$$

The bond requires $\sigma_{rr}$ to be continuous at $r=a$, where its outer value is $-2GA$:

$$A+(1+\nu)\varepsilon=-(1-2\nu)A
\quad\Rightarrow\quad A=-\frac{(1+\nu)\varepsilon}{2(1-\nu)} .$$

Since $2G(1+\nu)=E$, the stresses in the via are

$$\sigma_{rr}=\sigma_{\theta\theta}=-2GA=\frac{E\varepsilon}{2(1-\nu)},$$

$$\sigma_{zz}=2G\,\frac{(1+\nu)\varepsilon+2\nu A}{1-2\nu}
=\frac{E\varepsilon}{1-2\nu}\left[1-\frac{\nu}{1-\nu}\right]=\frac{E\varepsilon}{1-\nu}\equiv p .$$

The axial tension exceeds $E\varepsilon$ because the wafer also resists the lateral shrinkage. There is no $\sigma_{rz}$ in this state.

### Making the top surface free

Now cut this body at $z=0$. On the cut, $\sigma_{zz}=p$ for $r<a$ and $\sigma_{zz}=0$ for $r>a$. The surface becomes free if we add a second state with $\sigma_{zz}=-p$ on the disc $r<a$ and no other surface traction: a uniform pressure $p$ pushing the disc inward. The free strain is already accounted for, and the elastic constants match, so this second state is that of a homogeneous half-space loaded by a disc of pressure. All of the interface shear comes from it.

### A point load on a half-space

Let a force $P$ push into the surface at the origin, and let $R=\sqrt{x^2+y^2+z^2}$. Define

$$\varphi=\frac{P}{2\pi R},\qquad F=\frac{P}{2\pi}\ln(R+z),\qquad \partial_zF=\varphi .$$

The function $\varphi$ is harmonic. So is $F$: since $\partial_z\nabla^2F=\nabla^2\varphi=0$, the quantity $\nabla^2F$ does not depend on $z$, and it vanishes as $z\to\infty$. Take the displacement

$$2Gu_x=-(1-2\nu)\partial_xF-z\,\partial_x\varphi,\qquad
2Gu_z=2(1-\nu)\varphi-z\,\partial_z\varphi,$$

with $u_y$ formed like $u_x$. Using $(\partial_x^2+\partial_y^2)F=-\partial_z\varphi$ and $(\partial_x^2+\partial_y^2)\varphi=-\partial_z^2\varphi$,

$$2G\,\nabla\!\cdot\mathbf u=(1-2\nu)\partial_z\varphi+z\,\partial_z^2\varphi+(1-2\nu)\partial_z\varphi-z\,\partial_z^2\varphi
=2(1-2\nu)\partial_z\varphi .$$

For harmonic $h$, $\nabla^2(zh)=2\partial_zh$, so $2G\nabla^2u_i=-2\partial_i\partial_z\varphi$ for each component. The equilibrium equation $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0$ is therefore satisfied. The stresses needed are

$$\sigma_{xz}=G(\partial_zu_x+\partial_xu_z)
=\tfrac12\big[-(1-2\nu)-1+2(1-\nu)\big]\partial_x\varphi-z\,\partial_x\partial_z\varphi
=-z\,\partial_x\partial_z\varphi,$$

$$\sigma_{zz}=(1-2\nu)\partial_z\varphi-z\,\partial_z^2\varphi+2\nu\,\partial_z\varphi
=\partial_z\varphi-z\,\partial_z^2\varphi .$$

Inserting $\varphi$ gives

$$\sigma_{xz}=-\frac{3P\,xz^2}{2\pi R^5},\qquad \sigma_{zz}=-\frac{3P\,z^3}{2\pi R^5}.$$

Both vanish at $z=0$ away from the load. The force through a plane at depth $z$ is, with $\rho^2=x^2+y^2$,

$$\int_0^\infty\frac{3Pz^3}{2\pi(\rho^2+z^2)^{5/2}}\,2\pi\rho\,d\rho
=Pz^3\left[-\frac{1}{(\rho^2+z^2)^{3/2}}\right]_0^\infty=P,$$

so the load has the right size. The shear $\sigma_{xz}$ does not contain $\nu$.

### Summing over the disc

Take a point on the interface at depth $z$. Describe the loaded disc by polar coordinates $(\rho,\psi)$ centred on the rim point directly above it, with $\psi=0$ pointing to the via axis. A load element $p\,\rho\,d\rho\,d\psi$ lies inward of the rim point by $\rho\cos\psi$, so in the point-load formula $x=\rho\cos\psi$, measured outward from load to field point. The element is inside the disc if

$$a^2-2a\rho\cos\psi+\rho^2<a^2,\qquad\text{that is}\qquad \rho<c(\psi)=2a\cos\psi .$$

Therefore

$$\sigma_{rz}(a,z)=-\frac{p}{2\pi}\int_{-\pi/2}^{\pi/2}\!\cos\psi\int_0^{c}\frac{3z^2\rho^2}{(\rho^2+z^2)^{5/2}}\,d\rho\,d\psi .$$

The inner integrand is the derivative of $\rho^3/(\rho^2+z^2)^{3/2}$, because

$$\frac{3\rho^2}{(\rho^2+z^2)^{3/2}}-\frac{3\rho^4}{(\rho^2+z^2)^{5/2}}=\frac{3z^2\rho^2}{(\rho^2+z^2)^{5/2}} .$$

Hence, at any depth,

$$\sigma_{rz}(a,z)=-\frac{p}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\psi\;\frac{c^3}{(c^2+z^2)^{3/2}}\,d\psi,\qquad c=2a\cos\psi. \tag{1}$$

The minus sign means that the wafer pulls the via upward, against the tension that pulls its upper part down. On heating, $\varepsilon$ and the shear both change sign.

### The limit at the surface

The fraction in (1) lies between 0 and 1. Exclude a small angle $\eta$ at each end of the range. On the rest, $c$ is bounded away from zero and the fraction tends uniformly to 1 as $z\to0$. The excluded ends contribute at most $2(1-\cos\eta)$ to the integral, which can be made as small as we like. So the integral tends to $\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi=2$, and

$$\boxed{\tau_0=\frac{p}{\pi}=\frac{E\varepsilon}{\pi(1-\nu)}}$$

With the given numbers,

$$p=\frac{130\,000\times0.0036}{0.72}\ \text{MPa}=650\ \text{MPa},\qquad
\tau_0=\frac{650\ \text{MPa}}{\pi}=207\ \text{MPa}.$$

### Why the free surface is not contradicted

Move the field point a distance $d$ from the interface into the via, with $d$ and $z$ both much smaller than $a$. The radial integration is unchanged, but loads now lie in all directions. Toward the axis the disc extends very far compared with $d$ and $z$, and these directions again contribute 2. Toward the rim the disc ends at $\rho=d/\cos\chi$, where $\chi$ is the angle from the outward direction; these loads act with the opposite sign. To leading order,

$$|\sigma_{rz}|=\frac{p}{2\pi}\left[2-\int_{-\pi/2}^{\pi/2}\frac{d^3\cos\chi\,d\chi}{(d^2+z^2\cos^2\chi)^{3/2}}\right].$$

Put $u=\sin\chi$ and $S^2=d^2+z^2$. The integral becomes

$$\int_{-1}^{1}\frac{d^3\,du}{(S^2-z^2u^2)^{3/2}}
=d^3\left[\frac{u}{S^2\sqrt{S^2-z^2u^2}}\right]_{-1}^{1}=\frac{2d^2}{S^2},$$

since the root equals $d$ at both ends. Thus

$$|\sigma_{rz}|=\frac{p}{\pi}\,\frac{z^2}{z^2+d^2}\qquad(d,z\ll a). \tag{2}$$

At fixed $d>0$ the shear vanishes as $z\to0$, as the free surface demands. On the interface, $d=0$, it stays at $p/\pi$. The stress at the edge depends on the direction of approach. For $z=d$ it is half the limit, 103 MPa. At a depth of $10d$ it is already 205 MPa.

### Greater depths and the force balance

For $z\gg a$ the fraction in (1) becomes $c^3/z^3$. With $\int_{-\pi/2}^{\pi/2}\cos^4\psi\,d\psi=3\pi/8$,

$$|\sigma_{rz}(a,z)|\to\frac{p}{2\pi}\,\frac{8a^3}{z^3}\,\frac{3\pi}{8}=\frac{3p}{2}\,\frac{a^3}{z^3}.$$

The shear is thus concentrated near the end. Its total follows from $\int_0^\infty c^3(c^2+z^2)^{-3/2}dz=\big[cz/\sqrt{c^2+z^2}\,\big]_0^\infty=c$:

$$\int_0^\infty|\sigma_{rz}(a,z)|\,dz=\frac{p}{2\pi}\int_{-\pi/2}^{\pi/2}2a\cos^2\psi\,d\psi=\frac{pa}{2}. \tag{3}$$

Multiplied by the circumference $2\pi a$, this is $\pi a^2p$, the full axial force deep in the via.

For a via of radius 5 µm, numerical integration of (1) gives:

| depth (µm) | interface shear (MPa) |
|---|---|
| 0.1 | 206.7 |
| 0.5 | 204.2 |
| 2.5 | 170.4 |
| 5.0 | 118.3 |

Half the limit is reached at 5.8 µm. The radius sets this depth scale but not $\tau_0$.

## Comparison of estimate and solution

The estimate of 234 MPa is 13% above the exact 207 MPa. Two larger errors partly cancel. The estimate took the deep tension as $E\varepsilon=468$ MPa instead of 650 MPa, which is too low by the factor $1-\nu=0.72$. It also took the transfer length as $a$. By (3), a shear held at its surface value would have to act over

$$\ell=\frac{pa/2}{p/\pi}=\frac{\pi a}{2}\approx1.6\,a$$

to carry the same force, so the assumed length was too short and the shear too high by the factor $\pi/2$. Together,

$$\frac{\tau_{\rm est}}{\tau_0}=(1-\nu)\,\frac{\pi}{2}=0.72\times1.571=1.13 .$$

The closeness owes something to the value of $\nu$. What scaling gets right is the proportionality to $E\varepsilon$ and the independence of radius.

## The model beside a real via

The given constants are close to those of silicon along a cube axis, and a copper via 10 µm across in a wafer 100 µm thick is a realistic case. With a rough difference in thermal expansion of 14 ppm/K, the strain 0.0036 corresponds to cooling by about 260 K, a plausible drop from an anneal. To size the neglected effects, the stress was also computed by axisymmetric finite elements for this wafer thickness, with a free outer rim at 100 µm from the axis. Strain and geometry were held fixed. The material values are rough: copper with 120 GPa and 0.34; silicon with cubic constants $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa, with the stiffness averaged over directions around the via axis (a stand-in that keeps the problem axisymmetric and cannot show how the shear varies around the rim); and an oxide liner 0.2 µm thick with 70 GPa and 0.17, whose own thermal mismatch to silicon is left out. The shear on the via's side wall, in MPa, is:

| case | at 0.1 µm | at 0.5 µm |
|---|---|---|
| matched | 207 | 204 |
| copper constants in the via | 209 | 211 |
| the same, cubic silicon | 232 | 233 |
| the same, with liner | 185 | 221 |

The matched row agrees with the half-space values, so the finite wafer hardly matters for the shear near the surface. The entries depend on the mesh by about 1 MPa. Averaging the compliance of silicon instead of its stiffness lowers the third row by about 4 MPa and the fourth by 2 to 3 MPa. The other elastic changes shift the shear at 0.1 µm by between $-10\%$ and $+12\%$ of the matched value. These are values at stated depths: the proof of a finite limit used equal constants and does not cover the unmatched cases. With the liner the shear keeps falling toward the surface, to about 149 MPa at 0.02 µm, so the percentages above do not bound the change closer to the surface. Including the liner's own thermal mismatch, with rough expansions of 0.5 ppm/K for oxide and 2.6 ppm/K for silicon, would raise its value at 0.1 µm by about 13 MPa.

Plastic flow is a more serious objection. Deep in the matched via the principal stresses are $p/2$, $p/2$ and $p$, so the von Mises stress is $p/2=325$ MPa. Just below the surface the limiting shear alone requires at least $\sqrt3\,\tau_0=358$ MPa. Both exceed a rough copper yield stress $\sigma_{\rm y}$ of 250 MPa. Setting $p/2=\sigma_{\rm y}$ gives the strain at which the matched via would yield deep down,

$$\varepsilon_{\rm y}=\frac{2(1-\nu)\sigma_{\rm y}}{E}=\frac{2\times0.72\times250}{130\,000}=0.0028,$$

or about 200 K of cooling; the interface near the surface would yield earlier, at about 140 K. With the rough copper and cubic silicon constants above, the same long-via estimate gives about 220 K instead. At the mid-plane of the 100 µm wafer the two free ends relieve some of the stress, and the figures become about 210 K for matched constants and 230 K for copper in cubic silicon. If the copper flows without hardening at this yield stress, the shear in it cannot exceed $\sigma_{\rm y}/\sqrt3=144$ MPa, some 30% below the 207 MPa of the elastic model. For such copper, 207 MPa is the prediction of the elastic model and not the stress to be expected. It can stand as a stress estimate only if the via metal stays elastic. At the given strain the shear alone demands a yield stress above 358 MPa. The normal stresses at the interface add to the von Mises stress and raise it to about 455 MPa on the via side just below the surface of the matched model. For a cooling small enough to keep the via elastic, the matched-constant result holds when scaled in proportion to $\varepsilon$; for a real via with a liner it gives the scale of the shear, not its limit at the surface.
